Read's depletion cylinder around a charged dislocation

**Q.** You say that a dislocation in an n-type semiconductor can act as a charged wire surrounded by a region without electrons. Why should that region have a definite radius? The Coulomb field of a wire has no natural range.

**A.** The bare wire has none. The range comes from the donors. Suppose that electrons are trapped along a straight line with mean spacing a. With e > 0, the charge per unit length is −λ, where

λ = e/a.

The donors have uniform density N and are all ionized, so their charge density is +eN. The trapped electrons repel the mobile ones. I assume that no mobile electrons remain for r < R, that outside R they neutralize the donors, and that there are no holes. This is the depletion approximation.

The neutral outside carries no field. Gauss's law then requires zero total charge inside R, per unit length:

πR² eN − λ = 0.

Therefore

R = [λ/(πeN)]^(1/2) = (πNa)^(−1/2).

The permittivity has cancelled. It sets the size of the field, but R is fixed by counting charges. Temperature is absent too, because a and N are held fixed and the edge has been taken as sharp.

**Q.** Put numbers in before we go on. I want to know whether this is an atomic or a device length.

**A.** Take tin dioxide, SnO₂, with rough values: N = 10¹⁷ cm⁻³, which is 10⁻⁴ nm⁻³, and one trapped electron per nanometre, a chosen line density. Then

πNa = 3.14 × 10⁻⁴ nm⁻², R = 56.4 nm.

The mean donor distance N^(−1/3) is 21.5 nm, so the cylinder is wider than the donor spacing, though not by a large factor. That will matter later.

**Q.** Now the potential. Where do you place its zero, and what keeps you from adding a logarithm at will?

**A.** The zero is in the neutral bulk. The logarithm is fixed by the line charge. Let the line run along the tetragonal axis of the crystal, so that the permittivity ε = ε₀ε_perp is the same in every direction normal to the line. Apply Gauss's law to a cylinder of radius r < R and unit length:

2πr ε E_r = πr² eN − λ.

Substitute eN = λ/(πR²), which is the neutrality condition:

E_r = −(λ/2πε)(1/r − r/R²).

The field points toward the negative line and vanishes at R. An electron has energy U = −eφ, and E_r = −dφ/dr, so dU/dr = eE_r. Define

A = eλ/(2πε) = e²/(2πεa).

Then

dU/dr = −A(1/r − r/R²).

Integrate from r to R, using U(R) = 0:

U(r) = A ∫ᵣᴿ (1/x − x/R²) dx
= A[ln(R/r) − (R² − r²)/(2R²)].

Hence

U(r) = A[ln(R/r) − 1/2 + r²/(2R²)], 0 < r ≤ R,

and U = 0 outside. The potential energy is positive, as it must be for an electron near trapped electrons. Both U and its slope vanish at R, so there is no hidden sheet charge there. Inside, the Laplacian of the logarithm is zero away from the line and that of r² is 4, so ∇²U = 2A/R² = e²N/ε, as Poisson's equation requires.

**Q.** Your answer is infinite at the line. What then is the barrier?

**A.** A line without thickness has no finite barrier. One must state where the energy is read. I use a core radius of 1 nm. If the trapped charge were spread evenly over a cylinder of that radius, Gauss's law would give the same field outside it, so the formula would still hold for r ≥ 1 nm.

For a rough ε_perp = 14, e²/(2πε₀) = 2.88 eV nm gives

A = 2.88/(14 × 1) = 0.206 eV.

At the core radius, ln 56.42 = 4.033 and the quadratic term is negligible, so

U(1 nm) = 0.2057 × (4.033 − 0.500) = 0.727 eV.

The energy falls to 0.396 eV at 5 nm, 0.123 eV at 20 nm and 0.020 eV at 40 nm. Much of the cylinder is therefore only weakly raised in energy. Changing the core radius from 1 to 2 nm lowers the quoted barrier to 0.584 eV, a change of about A ln 2. A barrier quoted without its radius is incomplete.

**Q.** Trapped electrons are points, not a smooth wire. At 1 nm you are as close to the line as the charges are to one another.

**A.** Let the charges be evenly spaced and resolve their density into harmonics:

(1/a)[1 + 2 Σₘ cos(2πmz/a)], m = 1, 2, ...

The constant term is the smooth wire. Let the permittivity along the axis be ε₀ε_par, and set s = (ε_par/ε_perp)^(1/2). Away from the line, a harmonic f(r)cos(kz), with k = 2πm/a, obeys

(1/r)(r f′)′ − s²k² f = 0.

Its decaying solution is K₀(skr). Near the line K₀ behaves as −ln r plus a constant. The smooth line gives −A ln r, and the harmonic has twice its density, so f = 2A K₀(skr). Between a position level with a charge and one midway between charges, the m = 1 cosine changes from 1 to −1. The leading energy difference is therefore

ΔU = 4A K₀(2πsr/a).

With a rough ε_par = 9, this is 2.9 meV at 1 nm, or 0.4 % of U there. For evenly spaced charges the smooth line is good at r = a because K₀ falls off exponentially. Irregular spacing adds longer wavelengths, which decay more slowly, and the variation at 1 nm can then be many times larger. I have not included it.

**Q.** And on the line itself? A trapped electron sits at r = 0, where your expansion is useless.

**A.** There one sums over the other charges directly and leaves out the electron's own field. Rescaling z by s turns the anisotropic Poisson equation into an isotropic one and gives the interaction of two electrons:

e²/[4πε(s²r² + z²)^(1/2)].

On the line r = 0, so s drops out. With M neighbours on each side, the repulsion is e²/(4πε) times

(2/a) Σₙ 1/n ≈ (2/a)(ln M + γ), n = 1, ..., M,

where γ = 0.577 is Euler's constant. The donors in the same length, |z| < H with H = (M + 1/2)a, attract the electron. Their radial integral gives

N ∫₀ᴿ 2πr dr/(s²r² + z²)^(1/2)
= (2πN/s²)[(s²R² + z²)^(1/2) − |z|].

For H ≫ sR, integrating the bracket over 0 < z < H gives (s²R²/2)[ln(2H/sR) + 1/2]. Doubling for the two sides and using πNR² = 1/a, the donor term becomes

(2/a)[ln(2H/sR) + 1/2].

Subtract it from the repulsion. As M grows, H/(Ma) → 1 and the large logarithms cancel. Since A = 2e²/(4πεa), what remains is

U_site = A[ln(sR/a) + γ − ln 2 − 1/2].

This is 0.657 eV here. It is finite and needs no core radius. It is the interaction energy of one trapped electron with everything else, not the total work of charging the line. It also does not say how many traps fill: a is an input, and finding it would require the trap level and its occupation statistics.

**Q.** I still distrust the sharp edge. At 40 nm the barrier is less than kT at room temperature. Electrons must enter your empty cylinder.

**A.** They do. Let the mobile density follow Boltzmann statistics, n = N exp(−u), with u = U/kT. Poisson's equation becomes

(1/r)(r u′)′ = (1 − e^(−u))/L², L² = εkT/(e²N).

L is the Debye length. At the line, r u′ → −q with q = A/kT. From 1/(πa) = NR²,

q = e²NR²/(2εkT) = R²/(2L²).

At 300 K, kT = 0.0259 eV, so q = 7.96, L = 14.1 nm and R/L = 3.99. That is not a large ratio. Solving this equation numerically puts 10 % of the bulk electron density at 33.9 nm and 90 % at 76.3 nm. The density reaches half its bulk value at about 51 nm and is about 62 % of it at R. So R lies within a broad transition; it is not a wall.

**Q.** Then your barrier of 0.727 eV must be badly wrong as well.

**A.** Less than the edge suggests, and an integral relation shows why. Multiply the equation by r²u′:

(r u′)(r u′)′ = r²u′(1 − e^(−u))/L².

The left side is the derivative of (r u′)²/2. Its integral from the line to infinity is −q²/2, since r u′ goes from −q to 0. On the right, define

F(u) = u − 1 + e^(−u), so that dF/dr = u′(1 − e^(−u)).

Integrate by parts. The boundary term r²F vanishes at both ends: at the line u grows only logarithmically, and far away u decays exponentially. Hence

−q²/2 = −(2/L²) ∫ rF dr,
∫ rF dr = q²L²/4.

Multiplying Poisson's equation by r and integrating expresses overall neutrality:

∫ r(1 − e^(−u)) dr = qL².

Since u = F + (1 − e^(−u)), the sum of the two results is

∫ r u dr = L²(q²/4 + q).

The depletion formula gives

q(R²/4 − R²/4 + R²/8) = qR²/8 = q²L²/4.

The excess is a fraction 4/q of the depletion value: 50 % at 300 K. At such a moderate q, an integrated quantity of this kind is poor in the depletion approximation, even when the inner potential is good.

Now let δ be the true u minus the depletion u. Well inside the cylinder e^(−u) is negligible, so both functions obey the same equation with the same line charge, and δ is a constant δ₀. The integral of rδ must equal qL² = R²/2. For q ≫ 1 the edge layer has width of order L and contributes a relative correction of order L/R. The interior contributes δ₀R²/2. Thus δ₀ → 1, and the barrier rises by kT at fixed line charge.

The numerical solution at q = 200 gives a rise of 0.961 kT, with the half-density radius at 0.990R. For our case at 300 K the rise at the core radius is 0.021 eV, or 2.9 % of the depletion barrier.

**Q.** A hot gas sensor is not at 300 K. Does the picture survive at its working temperature?

**A.** Take 600 K and hold a, N and ε fixed. Then q = 3.98 and R/L = 2.82. The 10 % and 90 % densities lie at 25.5 and 81.7 nm, and the integral of ru exceeds its depletion value by 101 %. The core barrier rises by 0.038 eV, about 5 %. So R remains a charge-counting length and the inner logarithm remains useful, but a uniformly empty cylinder is a poor description of the electron density. In a real crystal the trap occupation would also change with temperature, which this comparison excludes.

**Q.** You smeared out the donors too. With a mean distance of 21.5 nm, the electron on the line sees individual ions.

**A.** Suppose the donor positions are independent and the edge stays at R. For independent points, the variance of a summed energy is N times the volume integral of the squared contribution of one point. For an electron on the line this is

σ² = N[e²/(4πε)]² ∫ 2πr dr ∫ dz/(s²r² + z²).

The z integral over the whole line is π/(sr). The factor r cancels, and the radial integral gives

σ = [e²/(4πε)](2π²NR/s)^(1/2).

Here σ = 38 meV, or 5.8 % of the site energy. The barrier varies along the line, and with the edge held fixed the smooth formula describes its mean. Mobile electrons outside can rearrange and screen part of the fluctuation, which may roughly halve σ. That response is not included, so 38 meV is an upper estimate for independent donors.

**Q.** You also chose a convenient line direction. What if the dislocation lies normal to the tetragonal axis?

**A.** Then the two permittivities both act in the cross-section. Let y be along the crystal axis and x normal to both that axis and the line. With g = (ε_perp ε_par)^(1/2), set

x = X(ε_perp/g)^(1/2), y = Y(ε_par/g)^(1/2).

The second derivatives then combine as

ε_perp ∂²/∂x² + ε_par ∂²/∂y² = g(∂²/∂X² + ∂²/∂Y²).

The area factor is (ε_perp ε_par)^(1/2)/g = 1, so the line charge and donor density keep their values. In X and Y we have the old problem with permittivity g. The depleted region is a circle there and an ellipse in the crystal, with the same area πR². Its semi-axes are 63.0 nm along x and 50.5 nm along y. The energy scale becomes 0.257 eV, which is 25 % above the first orientation. Of the corrections so far, this has the largest effect on the energy scale.

**Q.** Must an electron climb the whole barrier to be captured? The top is narrow, and electrons tunnel.

**A.** The top can be bypassed. An electron of energy E meets the barrier at a radius r_t where U(r_t) = E. In a planar WKB estimate, the thermal and tunnelling factors multiply to

exp[−E/kT − 2∫κ dr], κ = [2m(U − E)]^(1/2)/ħ,

with the integral taken from the core radius to r_t. The most favourable energy minimizes the sum in the exponent. That minimum times kT is an effective barrier.

For a rough effective mass of 0.3 electron masses, the optimum at 300 K has r_t = 3.9 nm and lowers the barrier by 0.15 eV, from 0.73 to about 0.58 eV. At 600 K the lowering is 0.08 eV, because thermal climbing costs less and the best path enters closer to the core. The lowering depends strongly on the chosen core radius: at 300 K it is about 0.25 eV for 0.5 nm and 0.08 eV for 2 nm, with effective barriers of about 0.62 and 0.51 eV. These estimates omit the extra terms that the cylindrical geometry brings into the wave equation, and all prefactors. At 300 K, a factor of e in the rate corresponds to 0.026 eV. The tunnelling correction changes the capture rate; it does not change U itself.

**Q.** The core field must be enormous. Could it create carriers by breakdown, or draw in holes?

**A.** At 1 nm the field is A/e divided by 1 nm, apart from a negligible donor term: 2.06 MV/cm. But the whole energy drop from the core radius to the bulk is 0.73 eV, well below the rough gap of 3.6 eV. An electron starting at rest at the core radius cannot gain enough energy from this static potential to create an electron–hole pair. I have assumed a linear permittivity at this field and have not estimated its failure.

For holes, compare the Fermi level with the valence band. At 300 K, if all donors in the bulk are ionized, the conduction band there lies 0.096 eV above the Fermi level. Real donors are partly neutral in the bulk, the more so the deeper their level, which lowers the electron density and the Fermi level. At the core radius the Fermi level is

3.6 − 0.096 − 0.727 = 2.78 eV

above the valence band. This is more than 100 kT, so equilibrium holes are negligible there. The bulk electron density is at most 2.4 % of the effective density of states, which supports Boltzmann statistics.

**Q.** Real grain boundaries contain rows of dislocations. When may I use one cylinder for each?

**A.** In the depletion model the field vanishes outside R, so parallel lines a distance D apart are independent if D > 2R. In a tilt boundary of angle θ with Burgers vector b,

D = b/[2 sin(θ/2)].

For a rough b = 0.5 nm, the cylinders touch at θ = 0.25°. Thermal tails make them interact somewhat earlier.

At larger angles the opposite limit is a charged wall. Averaged over the wall, there are 1/(aD) trapped electrons per unit area. Donors in a layer of width w on each side balance them:

2wN = 1/(aD), w = πR²/(2D),

where the second form uses 1/(aN) = πR². Planar depletion gives d²U/dx² = e²N/ε. With U and its slope zero at the edge,

U_wall = e²Nw²/(2ε) = A w²/R² = π²AR²/(4D²).

This needs a nearly flat depletion edge. The field of the separate lines becomes uniform as exp(−2πw/D), so w somewhat larger than D is enough. At θ = 1°, D = 28.6 nm and w = 175 nm, and fixed line charge would give an average barrier of about 2.0 eV. So high a barrier would tend to empty the traps. The assumption of fixed a is then the weak point, and the occupation must be calculated together with the potential.

**Q.** So what would you actually trust for tin dioxide?

**A.** The charge balance, once the trapped charge and the donor density are known. The permittivities, mass and gap are rough values for this oxide. The donor density is a chosen value too; at 10¹⁹ cm⁻³ and the same a, R would shrink tenfold to 5.6 nm, and Boltzmann statistics would fail. The line density was chosen for the example, not taken from a measurement.

Many sensor films break the assumption of an unlimited bulk, because their grains are only some tens of nanometres across. A cylindrical grain of radius 20 nm contains a fraction (20/56.4)² = 0.126 of the donors needed here. If it must be neutral by itself and has no other surface charge, it can supply only 0.126 trapped electrons per nanometre. Then A falls to 0.026 eV, and the energy at 1 nm, averaged along the line and measured from the grain surface, is

0.026 × (ln 20 − 0.5) ≈ 0.065 eV.

That is less than a tenth of the large-crystal value. It is only an average: the trapped electrons are now about 8 nm apart, so at 1 nm the energy varies along the line by an amount comparable to the average itself. The donors are few as well: a 40 nm length of this grain holds about five, and their random positions add an unscreened spread of about 0.02 eV. In such a film, grain size and surface charge have to enter the calculation before any of the smaller corrections. The numerical output lists the values for the large crystal.

Table of computed values

```
donor density N = 1.0e+17 cm^-3
trapped-electron spacing a = 1.00 nm
line density 1/a = 1.00e+07 electrons/cm
permittivity normal, along axis = 14.0, 9.0
effective mass = 0.30 m_e; gap = 3.6 eV
core radius = 1.0 nm; Burgers vector = 0.5 nm
depletion radius R = 56.42 nm
energy scale A = 0.2057 eV
U(1 nm) = 0.7268 eV
U(2 nm) = 0.5843 eV
U(5 nm) = 0.3965 eV
U(10 nm) = 0.2563 eV
U(20 nm) = 0.1234 eV
U(40 nm) = 0.0196 eV
field at core radius = 2.056 MV/cm
site energy, discrete charges = 0.6574 eV
charge ripple at core radius = 2.91 meV
random-donor spread on line = 38.3 meV
mean donor distance N^(-1/3) = 21.5 nm
line normal to axis: A = 0.2566 eV
  semi-axes = 63.0 nm, 50.5 nm
large-q test: q = 200, barrier shift = 0.961 kT
  half-density radius / R = 0.9896
T = 300 K: kT = 0.0259 eV, q = A/kT = 7.96
  Debye length L = 14.14 nm, R/L = 3.99
  integral of r*u, excess over depletion = 50 %
  10 %, 90 % electron density at 33.9, 76.3 nm
  thermal barrier shift at core = +0.0208 eV
  N/Nc = 0.0243, Ec-Ef in bulk = 0.096 eV
  Ef-Ev at core radius = 2.78 eV
  tunnelling: turning radius = 3.91 nm
  tunnelling: barrier lowering = 0.152 eV
T = 600 K: kT = 0.0517 eV, q = A/kT = 3.98
  Debye length L = 20.00 nm, R/L = 2.82
  integral of r*u, excess over depletion = 101 %
  10 %, 90 % electron density at 25.5, 81.7 nm
  thermal barrier shift at core = +0.0376 eV
  N/Nc = 0.0086, Ec-Ef in bulk = 0.246 eV
  Ef-Ev at core radius = 2.63 eV
  tunnelling: turning radius = 2.22 nm
  tunnelling: barrier lowering = 0.076 eV
log growth at 300 K: wave = 6.21, WKB = 6.11
tilt angle for touching cylinders = 0.254 degrees
```
